# Finite Rotation Groups from Pole Orbits and the Binary Tetrahedral Group: test program

```python
"""
Result under test: a finite rotation group of order N is C_n, D_n, T, O or I.
Its pole orbits, with stabilizer orders n_i, obey 2 - 2/N = sum_i (1 - 1/n_i).
A pole is a unit vector fixed by a non-identity rotation of the group.
The double cover of T is the set of 24 unit quaternions
+-1, +-i, +-j, +-k, (+-1 +-i +-j +-k)/2, stored as (w, x, y, z).
Example: spin 3/2 with H = lambda * S, S = symmetrized product Jx Jy Jz (hbar = 1).
"""
from collections import Counter
from itertools import combinations_with_replacement, permutations, product
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.spatial.transform import Rotation

TOL = 1e-8
GOLDEN = (1 + np.sqrt(5)) / 2


def index_of(array, item):
    """Index of item in a stack of arrays, or -1 if absent."""
    distance = np.abs(np.asarray(array) - item).reshape(len(array), -1).max(axis=1)
    k = int(np.argmin(distance))
    return k if distance[k] < TOL else -1


def turn(axis, degrees):
    axis = np.array(axis, float)
    return Rotation.from_rotvec(np.radians(degrees) * axis / np.linalg.norm(axis)).as_matrix()


def generate(generators):
    elements = [np.eye(3)]
    for element in elements:
        for g in generators:
            candidate = element @ g
            if index_of(elements, candidate) < 0:
                elements.append(candidate)
                assert len(elements) <= 200
    return np.array(elements)


def pole_orbits(group):
    """Poles from null vectors, then orbits and stabilizers from the action."""
    order = len(group)
    poles = []
    for g in group:
        _, s, vh = np.linalg.svd(g - np.eye(3))
        if s[0] < TOL:
            continue
        assert s[1] > 1e-6 and s[2] < TOL      # exactly one fixed axis
        for p in (vh[-1], -vh[-1]):
            if not poles or index_of(poles, p) < 0:
                poles.append(p)
    remaining, orbits = list(poles), []
    while remaining:
        p = remaining[0]
        images = group @ p
        assert all(index_of(poles, x) >= 0 for x in images)
        fixers = group[np.abs(images - p).max(axis=1) < TOL]
        n = len(fixers)
        traces = np.sort(np.trace(fixers, axis1=1, axis2=2))
        assert abs(traces[-2] - 1 - 2 * np.cos(2 * np.pi / n)) < TOL
        inside = [index_of(images, x) >= 0 for x in remaining]
        orbit = np.array([x for x, yes in zip(remaining, inside) if yes])
        remaining = [x for x, yes in zip(remaining, inside) if not yes]
        assert n * len(orbit) == order
        orbits.append((n, orbit))
    assert 2 * (order - 1) == sum(len(o) * (n - 1) for n, o in orbits)
    return sorted(orbits, key=lambda item: item[0])


def identify(group):
    """Name the group from orbit data and test the geometry implied by the name."""
    orbits = pole_orbits(group)
    data = tuple(n for n, _ in orbits)
    if not data:
        name, order = "C1", 1
    elif len(data) == 2 and data[0] == data[1]:
        name, order = "C%d" % data[0], data[0]
        assert np.allclose(orbits[0][1][0], -orbits[1][1][0])
    elif len(data) == 3 and data[:2] == (2, 2):
        name, order = "D%d" % data[2], 2 * data[2]
        main = orbits[2][1]
        assert len(main) == 2 and np.allclose(main[0], -main[1])
        for _, points in orbits[:2]:
            assert np.allclose(points @ main[0], 0, atol=TOL)
    else:
        name, order = {(2, 3, 3): ("T", 12), (2, 3, 4): ("O", 24), (2, 3, 5): ("I", 60)}[data]
        points = orbits[2][1]
        gram = points @ points.T
        if name == "T":
            assert np.allclose(gram, (4 * np.eye(4) - 1) / 3)
        elif name == "O":
            assert np.allclose(gram * (gram**2 - 1), 0, atol=TOL)
        else:
            assert np.allclose((gram**2 - 1) * (gram**2 - 0.2), 0, atol=TOL)
    assert order == len(group)
    return name, orbits


# Integer solutions of the counting equation, including one and four orbits
for N in range(2, 121):
    divisors = [d for d in range(2, N + 1) if N % d == 0]
    found = {c for r in range(1, 5) for c in combinations_with_replacement(divisors, r)
             if 2 * N - 2 == sum(N - N // n for n in c)}
    expected = {(N, N)}
    if N % 2 == 0 and N >= 4:
        expected.add((2, 2, N // 2))
    if N in (12, 24, 60):
        expected.add({12: (2, 3, 3), 24: (2, 3, 4), 60: (2, 3, 5)}[N])
    assert found == expected
print("Counting equation enumerated up to N =", N)

# Explicit cyclic, dihedral and polyhedral groups
for n in range(1, 9):
    assert identify(generate([turn([0, 0, 1], 360 / n)]))[0] == "C%d" % n
    if n > 1:
        dihedral = generate([turn([0, 0, 1], 360 / n), turn([1, 0, 0], 180)])
        assert identify(dihedral)[0] == "D%d" % n
third = turn([1, 1, 1], 120)
groups = {
    "C5": generate([turn([0, 0, 1], 72)]),
    "D5": generate([turn([0, 0, 1], 72), turn([1, 0, 0], 180)]),
    "T": generate([turn([0, 0, 1], 180), third]),
    "O": generate([turn([0, 0, 1], 90), third]),
    "I": generate([turn([0, 1, GOLDEN], 72), third]),
}
print("Group: order N; stabilizer orders; orbit sizes; 2-2/N")
for label, group in groups.items():
    name, orbits = identify(group)
    assert name == label
    print(f"  {label}: {len(group)}; {[n for n, _ in orbits]}; "
          f"{[len(o) for _, o in orbits]}; {2 - 2 / len(group):.4f}")

# Every subgroup generated by two elements of O or I must be in the classification
for label in ("O", "I"):
    group = groups[label]
    table = [[index_of(group, a @ b) for b in group] for a in group]
    subgroups = set()
    for a, b in combinations_with_replacement(range(len(group)), 2):
        members, seen = [0], {0}
        for m in members:
            for g in (a, b):
                c = table[m][g]
                if c not in seen:
                    seen.add(c)
                    members.append(c)
        subgroups.add(frozenset(seen))
    census = Counter(identify(group[sorted(s)])[0] for s in subgroups)
    print(f"Two-generator subgroups of {label}: {len(subgroups)} in total")
    print("  " + ", ".join(f"{k}:{census[k]}" for k in sorted(census)))


# Pentagon height for which a pentagon point sees the same products as the top pole
def height_defect(h):
    angle = 2 * np.pi * np.arange(5) / 5
    s = np.sqrt(1 - h * h)
    ring = np.column_stack([s * np.cos(angle), s * np.sin(angle), np.full(5, h)])
    half = np.vstack([[0, 0, 1], ring])
    points = np.vstack([half, -half])
    return np.abs(np.sort(points @ points[0]) - np.sort(points @ points[1])).max()


grid = np.linspace(0, 0.95, 951)
defects = np.array([height_defect(h) for h in grid])
start = grid[np.argmin(defects)]
height = minimize_scalar(height_defect, bounds=(start - 0.002, start + 0.002),
                         method="bounded", options={"xatol": 1e-11}).x
assert abs(height - 1 / np.sqrt(5)) < 1e-6 and height_defect(height) < 1e-6
assert defects[np.abs(grid - height) > 0.05].min() > 0.05
print(f"Icosahedron pentagon height h = {height:.6f} (unit sphere)")
print(f"Angle between neighbouring vertices = {np.degrees(np.arccos(height)):.4f} deg")


def qmul(p, q):
    return np.concatenate([[p[0] * q[0] - p[1:] @ q[1:]],
                           p[0] * q[1:] + q[0] * p[1:] + np.cross(p[1:], q[1:])])


def conjugate(q):
    return q * np.array([1, -1, -1, -1])


def lifts(group):
    xyzw = Rotation.from_matrix(group).as_quat()
    wxyz = xyzw[:, [3, 0, 1, 2]]
    return np.vstack([wxyz, -wxyz])


# Quaternion action against the exponential of the rotation generator
rng = np.random.default_rng(7)
for _ in range(10):
    axis = rng.normal(size=3)
    axis /= np.linalg.norm(axis)
    theta = rng.uniform(0, 2 * np.pi)
    q = np.concatenate([[np.cos(theta / 2)], np.sin(theta / 2) * axis])
    v = rng.normal(size=3)
    cross_matrix = np.cross(axis, np.eye(3)).T
    rotated = qmul(qmul(q, np.concatenate([[0], v])), conjugate(q))
    assert np.allclose(rotated[1:], expm(theta * cross_matrix) @ v) and abs(rotated[0]) < TOL

# Binary tetrahedral group: explicit list against lifts of the rotation matrices
binary_t = np.array([s * e for e in np.eye(4) for s in (1, -1)]
                    + [np.array(s) / 2 for s in product((1, -1), repeat=4)])
lifted_t = lifts(groups["T"])
assert len(binary_t) == len(lifted_t) == 24
assert {index_of(binary_t, q) for q in lifted_t} == set(range(24))
product_table = np.array([[index_of(binary_t, qmul(a, b)) for b in binary_t] for a in binary_t])
assert product_table.min() >= 0


def element_order(k):
    power, count = k, 1
    while power != 0:                     # entry 0 of the list is the identity
        power, count = product_table[power, k], count + 1
    return count


orders = [element_order(k) for k in range(24)]
assert orders.count(2) == 1 and orders[1] == 2
print("Binary tetrahedral group: number of quaternions =", len(binary_t))
print("Element order:count  " + ", ".join(f"{k}:{v}" for k, v in sorted(Counter(orders).items())))
unseen, class_sizes = set(range(24)), []
print("Conjugacy classes, entries are 2q = (2w,2x,2y,2z)")
while unseen:
    k = min(unseen)
    members = sorted({index_of(binary_t, qmul(qmul(g, binary_t[k]), conjugate(g)))
                      for g in binary_t})
    unseen -= set(members)
    class_sizes.append(len(members))
    angle = np.degrees(2 * np.arccos(np.clip(binary_t[k][0], -1, 1)))
    print(f"  size {len(members)}, order {orders[k]}, theta = {angle:.0f} deg:")
    print("   " + " ".join("(" + ",".join(str(int(round(2 * c))) for c in binary_t[m]) + ")"
                           for m in members))
assert sorted(class_sizes) == [1, 1, 4, 4, 4, 4, 6]
print("Number of conjugacy classes =", len(class_sizes))

# Spin 3/2
m_values = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(1.5 * 2.5 - m_values[1:] * (m_values[1:] + 1)), 1)
Jx, Jy, Jz = (raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m_values)


def spin_matrix(q):
    length = np.linalg.norm(q[1:])
    axis = q[1:] / length if length > TOL else np.array([0.0, 0.0, 1.0])
    theta = 2 * np.arctan2(length, q[0])
    return expm(-1j * theta * (axis[0] * Jx + axis[1] * Jy + axis[2] * Jz))


D = np.array([spin_matrix(q) for q in binary_t])
for a in range(24):
    for b in range(24):
        assert np.allclose(D[a] @ D[b], D[product_table[a, b]], atol=TOL)
print("Spin 3/2: group average of |character|^2")
for label, target in (("T", 2), ("O", 1), ("I", 1)):
    average = np.mean([abs(np.trace(spin_matrix(q)))**2 for q in lifts(groups[label])])
    assert abs(average - target) < TOL
    print(f"  binary {label}: {average:.6f}")

S = sum(a @ b @ c for a, b, c in permutations((Jx, Jy, Jz))) / 6
levels = np.linalg.eigvalsh(S)
assert np.allclose(levels, np.sqrt(3) / 4 * np.array([-1, -1, 1, 1]))
quarter = expm(-1j * np.pi / 2 * Jz)
assert np.allclose(quarter @ S @ quarter.conj().T, -S)
reversal = expm(-1j * np.pi * Jy)


def time_reversed(operator):
    return reversal @ operator.conj() @ reversal.conj().T


assert np.allclose(time_reversed(S), -S)
for _ in range(5):
    A = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    A = A + A.conj().T
    invariant = sum(d @ A @ d.conj().T for d in D) / 24
    a = np.trace(invariant) / 4
    b = np.trace(S @ invariant) / np.trace(S @ S)
    assert np.allclose(invariant, a * np.eye(4) + b * S) and abs(b) > 1e-6
    even = (invariant + time_reversed(invariant)) / 2
    assert np.allclose(even, a * np.eye(4))

coupling = 0.001
energies = np.linalg.eigvalsh(coupling * S)
gap = energies[2] - energies[1]
hartree_mev = 1000 * physical_constants["Hartree energy in eV"][0]
print("Eigenvalues of S (hbar = 1): " + ", ".join(f"{x:.6f}" for x in levels))
print(f"Coupling lambda = {coupling:.3f} hartree")
print("Levels: " + ", ".join(f"{1000 * e:.6f}" for e in energies) + " millihartree")
print(f"Doublet gap = {1000 * gap:.6f} millihartree")
print(f"Doublet gap = {gap * hartree_mev:.4f} meV")
print("all assertions hold")
```

Printed output:

```
Counting equation enumerated up to N = 120
Group: order N; stabilizer orders; orbit sizes; 2-2/N
  C5: 5; [5, 5]; [1, 1]; 1.6000
  D5: 10; [2, 2, 5]; [5, 5, 2]; 1.8000
  T: 12; [2, 3, 3]; [6, 4, 4]; 1.8333
  O: 24; [2, 3, 4]; [12, 8, 6]; 1.9167
  I: 60; [2, 3, 5]; [30, 20, 12]; 1.9667
Two-generator subgroups of O: 30 in total
  C1:1, C2:9, C3:4, C4:3, D2:4, D3:4, D4:3, O:1, T:1
Two-generator subgroups of I: 59 in total
  C1:1, C2:15, C3:10, C5:6, D2:5, D3:10, D5:6, I:1, T:5
Icosahedron pentagon height h = 0.447214 (unit sphere)
Angle between neighbouring vertices = 63.4349 deg
Binary tetrahedral group: number of quaternions = 24
Element order:count  1:1, 2:1, 3:8, 4:6, 6:8
Conjugacy classes, entries are 2q = (2w,2x,2y,2z)
  size 1, order 1, theta = 0 deg:
   (2,0,0,0)
  size 1, order 2, theta = 360 deg:
   (-2,0,0,0)
  size 6, order 4, theta = 180 deg:
   (0,2,0,0) (0,-2,0,0) (0,0,2,0) (0,0,-2,0) (0,0,0,2) (0,0,0,-2)
  size 4, order 6, theta = 120 deg:
   (1,1,1,1) (1,1,-1,-1) (1,-1,1,-1) (1,-1,-1,1)
  size 4, order 6, theta = 120 deg:
   (1,1,1,-1) (1,1,-1,1) (1,-1,1,1) (1,-1,-1,-1)
  size 4, order 3, theta = 240 deg:
   (-1,1,1,1) (-1,1,-1,-1) (-1,-1,1,-1) (-1,-1,-1,1)
  size 4, order 3, theta = 240 deg:
   (-1,1,1,-1) (-1,1,-1,1) (-1,-1,1,1) (-1,-1,-1,-1)
Number of conjugacy classes = 7
Spin 3/2: group average of |character|^2
  binary T: 2.000000
  binary O: 1.000000
  binary I: 1.000000
Eigenvalues of S (hbar = 1): -0.433013, -0.433013, 0.433013, 0.433013
Coupling lambda = 0.001 hartree
Levels: -0.433013, -0.433013, 0.433013, 0.433013 millihartree
Doublet gap = 0.866025 millihartree
Doublet gap = 23.5658 meV
all assertions hold
```
